# Finite lowest-order linewidth of long-wavelength longitudinal phonons in a free sheet

## 1. A uniform strain that shakes thermal ripples

Take a flat, tension-free, isotropic elastic sheet with mass per area $\rho$, Lamé constants $\lambda,\mu$ and bending rigidity $\kappa$. Its out-of-plane displacement is $h$. Without stretching, the bending energy $\tfrac12\kappa(\nabla^2h)^2$ per area gives flexural waves with

$$\omega_k=bk^2,\qquad b=\sqrt{\kappa/\rho}.$$

Now stretch the sheet uniformly along $x$ by a small strain $e(t)=e_0\sin\Omega t$. A tilted sheet stretches differently from a flat one: the strain tensor is

$$u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i+\partial_ih\,\partial_jh),$$

and the stretching energy per area is $\tfrac12\lambda u_{ii}^2+\mu u_{ij}^2$. The part linear in the in-plane displacement $\mathbf u$ and quadratic in $h$ is

$$\mathcal V_3=\tfrac12\left[\lambda(\nabla\!\cdot\!\mathbf u)|\nabla h|^2+2\mu\,\partial_iu_j\,\partial_ih\,\partial_jh\right].\tag{1}$$

For $\partial_xu_x=e(t)$ and a ripple whose wavevector makes an angle $\theta$ with $x$, this adds $e(t)k^2S$ to the stiffness $\kappa k^4$, where $S=\lambda+2\mu\cos^2\theta$. The ripple amplitude $x$ obeys

$$\ddot x=-(\omega^2+m\sin\Omega t)\,x,\qquad m=\frac{e_0Sk^2}{\rho}=\frac{e_0S\,\omega}{\rho b}.$$

This is a swing pumped by changing its stiffness, which works when $\Omega\approx2\omega$. Put $Z=\omega x+i\dot x=a\,e^{-i\omega t}$. Then

$$\dot a=-\frac{im}{2\omega}\sin\Omega t\left(a+a^*e^{2i\omega t}\right).$$

Near resonance the one slowly varying term comes from $-e^{-i\Omega t}/2i$ in the sine. Keeping it gives

$$\dot a=g\,a^*e^{2i\Delta t},\qquad g=\frac{m}{4\omega}=\frac{e_0S}{4\rho b},\qquad \Delta=\omega-\frac{\Omega}{2}.$$

Let $I=\int_0^te^{2i\Delta t'}dt'$, so that $|I|^2=\sin^2(\Delta t)/\Delta^2$. The first-order change of $a$ is $ga_0^*I$, and its square contributes $g^2|a_0|^2|I|^2$. The cross term between $a_0$ and the second-order change contributes the same amount, because

$$2\,\mathrm{Re}\int_0^t\!dt'\!\int_0^{t'}\!dt''e^{2i\Delta(t'-t'')}=|I|^2.$$

Terms of first order in $g$ vanish when the random initial phase is averaged. A classical mode with mean energy $k_BT$ therefore gains $2k_BTg^2\sin^2(\Delta t)/\Delta^2$, for $gt\ll1$.

The number of modes per area is $k\,dk\,d\theta/4\pi^2=d\omega\,d\theta/(8\pi^2b)$. With $\int d\Delta\,\sin^2(\Delta t)/\Delta^2=\pi t$ for $\Omega t\gg1$, the absorbed power per area is

$$W=\frac{k_BT}{4\pi b}\int_0^{2\pi}g^2d\theta=\frac{k_BTe_0^2}{64\pi\rho^2b^3}\int_0^{2\pi}S^2d\theta .$$

The averages of $\cos^2\theta$ and $\cos^4\theta$ are $\tfrac12$ and $\tfrac38$, so the average of $S^2$ is

$$J=\lambda^2+2\lambda\mu+\tfrac32\mu^2=(\lambda+\mu)^2+\tfrac12\mu^2,$$

and $W=k_BTe_0^2J/(32\rho^2b^3)$. This does not depend on $\Omega$.

A travelling longitudinal wave of strain amplitude $e_0$ carries energy $\tfrac12Ce_0^2$ per area, kinetic plus elastic, with $C=\lambda+2\mu$. If its wavelength is long compared with that of the ripples it pumps, each region sees a nearly uniform strain. The energy then decays at the rate $W/(\tfrac12Ce_0^2)$:

$$\boxed{\Gamma_0=\frac{k_BT\,J}{16\,C\,\rho^{1/2}\kappa^{3/2}}}\tag{2}$$

The wave's frequency goes to zero with its wavevector $q$, but this damping rate does not.

## 2. The same process as phonon decay

The longitudinal phonon has frequency $\omega_q=vq$ with $v=\sqrt{C/\rho}$. In a sheet of area $A$ the fields are

$$\mathbf u=\sum_{\mathbf q}\hat{\mathbf q}\,U_q\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),\qquad h=\sum_{\mathbf k}H_k\left(c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right),$$

with $U_q^2=\hbar/(2\rho A\omega_q)$ and $H_k^2=\hbar/(2\rho A\omega_k)$. Consider the decay $\mathbf q\to\mathbf k+\mathbf k'$ with $\mathbf k'=\mathbf q-\mathbf k$. In (1), annihilating the longitudinal phonon gives a factor $iq$, and creating the two flexural phonons gives $(-ik_i)(-ik'_j)=-k_ik'_j$. The prefactor $\tfrac12$ cancels against the two ways of assigning $\mathbf k$ and $\mathbf k'$ to the two factors of $h$. Hence

$$|M|^2=A^2q^2\left(\frac{\hbar}{2\rho A}\right)^3\frac{G^2}{\omega_q\omega_k\omega_{k'}},\qquad G=\lambda\,\mathbf k\!\cdot\!\mathbf k'+2\mu(\hat{\mathbf q}\!\cdot\!\mathbf k)(\hat{\mathbf q}\!\cdot\!\mathbf k').$$

Let $N$ be the longitudinal occupation and $n,n'$ the thermal flexural ones. Decay minus recombination is proportional to

$$N(1+n)(1+n')-(N+1)nn'=N(1+n+n')-nn'.$$

A small excess in $N$ therefore relaxes with the factor $1+n+n'$. Each final pair occurs twice in a sum over $\mathbf k$, so the golden rule carries a factor $\tfrac12$:

$$\Gamma=\frac{2\pi}{\hbar^2}\,\frac12\,A\!\int\!\frac{d^2k}{4\pi^2}|M|^2(1+n+n')\,\delta(\omega_q-\omega_k-\omega_{k'}),$$

$$\Gamma=\frac{\hbar q^2}{32\pi\rho^3\omega_q}\int d^2k\,\frac{G^2(1+n+n')}{\omega_k\omega_{k'}}\,\delta(\omega_q-\omega_k-\omega_{k'}).\tag{3}$$

The energy decays as $e^{-\Gamma t}$ and the amplitude as $e^{-\Gamma t/2}$, so $\Gamma$ is the full width at half maximum in angular frequency.

**Kinematics.** Write $\mathbf k=\mathbf q/2+\mathbf p$ and $\mathbf k'=\mathbf q/2-\mathbf p$. Then $k^2+k'^2=q^2/2+2p^2$, and energy conservation gives

$$p^2=\frac{vq}{2b}-\frac{q^2}{4}.\tag{4}$$

As $q\to0$, $p$ falls only as $\sqrt q$. The two flexural phonons have wavevectors much larger than $q$, nearly opposite, and each takes about half the energy. This justifies the uniform-strain picture of part 1. The radial integral is $\int p\,dp\,\delta(vq-bq^2/2-2bp^2)=1/(4b)$.

**Small $q$.** With $\mathbf k\approx\mathbf p\approx-\mathbf k'$ we have $G\approx-p^2S$ and $\omega_k\omega_{k'}\approx b^2p^4$, so $G^2/\omega_k\omega_{k'}\approx S^2/b^2$. The angular integral gives $2\pi J$. Both occupations are taken at $vq/2$, where $1+2n=\coth(\hbar vq/4k_BT)$. Therefore

$$\Gamma\simeq\frac{\hbar q\,J}{64\rho^3vb^3}\coth\frac{\hbar vq}{4k_BT}.\tag{5}$$

For $\hbar vq\ll4k_BT$ the hyperbolic cotangent becomes $4k_BT/\hbar vq$. Both $q$ and $\hbar$ cancel, and

$$\Gamma\to\frac{k_BTJ}{16\rho^3v^2b^3}=\Gamma_0,$$

which is (2), since $\rho v^2=C$ and $\rho^2b^3=\rho^{1/2}\kappa^{3/2}$.

At $T=0$ the hyperbolic cotangent is 1 and $\Gamma/\omega_q=\hbar J/(64\rho^3v^2b^3)$, a constant. Spontaneous decay alone leaves the ratio of width to frequency fixed. The finite width at vanishing $q$ comes from stimulated decay into flexural modes whose thermal occupation grows as $1/q$.

## 3. How the plateau is approached

In the classical regime $n\approx k_BT/\hbar\omega-\tfrac12$, and the two halves cancel the 1:

$$1+n+n'\approx\frac{k_BT}{\hbar}\left(\frac1{\omega_k}+\frac1{\omega_{k'}}\right)=\frac{k_BT\,vq}{\hbar\,\omega_k\omega_{k'}}.$$

Equation (3) becomes

$$\Gamma=\frac{k_BTq^2}{128\pi\rho^3b^5}\int_0^{2\pi}\frac{G^2}{(kk')^4}\,d\theta .$$

Let $\delta=q/2p$ and $c=\cos\theta$. Then

$$k^2k'^2=p^4[(1+\delta^2)^2-4\delta^2c^2],\qquad G=-p^2[S-\delta^2C],$$

and (4) reads $p^2(1+\delta^2)=vq/2b$, so $q^2/p^4=(4b^2/v^2)(1+\delta^2)^2$. With angle brackets for the average over $\theta$,

$$\frac{\Gamma}{\Gamma_0}=\frac{(1+\delta^2)^2}{J}\left\langle\frac{(S-\delta^2C)^2}{[(1+\delta^2)^2-4\delta^2c^2]^2}\right\rangle .$$

To first order in $\delta^2$ the prefactor gives $+2\delta^2$, the denominator gives $-4\delta^2+8\delta^2c^2$, and the numerator gives $-2\delta^2CS$. The coefficient of $\delta^2/J$ is thus

$$-2J+8\langle c^2S^2\rangle-2C\langle S\rangle .$$

Here $\langle S\rangle=\lambda+\mu$. With $\langle c^6\rangle=\tfrac5{16}$, $\langle c^2S^2\rangle=\tfrac12\lambda^2+\tfrac32\lambda\mu+\tfrac54\mu^2$. The $\lambda^2$ terms cancel and the rest is $2\lambda\mu+3\mu^2$. Since $\delta^2\approx bq/2v$,

$$\frac{\Gamma}{\Gamma_0}\simeq1+\frac{bq}{2v}\,\frac{\mu(2\lambda+3\mu)}{J}.\tag{6}$$

The leading quantum correction follows from $\coth z\approx(1+z^2/3)/z$: it adds $\tfrac13(\hbar vq/4k_BT)^2$ to this ratio.

## 4. What the finite width does and does not prove

A quasiparticle needs $\Gamma\ll\omega_q$: it must oscillate many times before it decays. Here $\Gamma/\omega_q\to\Gamma_0/(vq)$, which diverges. The two rates are equal at

$$q_1=\Gamma_0/v .\tag{7}$$

The golden rule assumed a sharp initial frequency $vq$, and evaluated the flexural occupations and the energy conservation there. When $\Gamma$ is comparable with $vq$, that frequency is uncertain by its own size, and the occupations vary strongly over the uncertainty. The calculation then contradicts its premise.

So $\Gamma_0$ should not be read as the true linewidth at $q=0$. What has been shown is that lowest-order perturbation theory with bare quadratic flexural dispersion cannot describe longitudinal phonons below about $q_1$ as quasiparticles.

## 5. Tension removes the plateau

An isotropic tension $\sigma$ adds $\tfrac12\sigma|\nabla h|^2$ to the energy per area, so $\omega_k^2=b^2k^4+s^2k^2$ with $s^2=\sigma/\rho$. Assume $s\ll v$, which keeps $p\gg q$, and classical occupations. In (3), each flexural phonon has frequency $w=vq/2$, and

$$\frac{G^2}{\omega_k\omega_{k'}}\to\frac{p^4S^2}{w^2},\qquad 1+2n\to\frac{2k_BT}{\hbar w},\qquad\int p\,dp\,\delta(vq-2\omega_p)=\frac{p}{2\omega'_p}.$$

Substituting $\omega'_p=p(2b^2p^2+s^2)/w$ and $w^2=p^2(b^2p^2+s^2)$ gives

$$\Gamma=\frac{k_BTJ}{16\rho^3v}\,\frac{q\,p^2}{(b^2p^2+s^2)(2b^2p^2+s^2)}.$$

Dividing by $\Gamma_0$ and using $vq=2p\sqrt{b^2p^2+s^2}$,

$$\frac{\Gamma}{\Gamma_0}=\frac{2y^3}{\sqrt{1+y^2}\,(1+2y^2)},\qquad y=\frac{bp}{s}.\tag{8}$$

For $y\gg1$ the plateau returns. For $y\ll1$ the flexural dispersion is linear, $p\approx vq/2s$, and $\Gamma\propto q^3$. As far as this decay channel is concerned, the phonon is then better defined the longer its wavelength; other channels may set the width once this one has become very weak. Within lowest order, the plateau therefore rests on the dispersion staying quadratic down to small wavevector. The breakdown needs less. For $\omega_k\propto k^\alpha$ we have $\omega'_p=\alpha w/p$, and the same factors give $\Gamma\propto qp^6/w^4\propto q^{6/\alpha-3}$. Then $\Gamma/\omega_q\propto q^{6/\alpha-4}$, which still diverges for any $\alpha>\tfrac32$. The stiffness $\kappa(1+2.5\,q_G^2/k^2)^{0.4}$ quoted in part 7 has $\alpha=1.6$. With the coupling and $v$ unchanged and the numbers of part 7, it gives $\Gamma/\omega_q\approx0.2$ at $q_1$, growing as $q^{-1/4}$ and reaching 1 only near $3\times10^{-5}$ nm⁻¹.

## 6. The ripples also stiffen each other

Equation (1) is not the whole nonlinearity: the stretching energy also has a part quartic in $h$. For slow ripples, with $bk^2\ll vk$, the in-plane displacement follows and relaxes the stress. For a Fourier component of wavevector $\mathbf Q\parallel x$, it can adjust $u_{xx}$ and $u_{xy}$ but not $u_{yy}=f$. Minimizing $\tfrac12\lambda(u_{xx}+f)^2+\mu(u_{xx}^2+f^2)$ gives $u_{xx}=-\lambda f/C$ and the energy $\tfrac12Yf^2$, with $Y=4\mu(\lambda+\mu)/C$.

Now write $h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. The transverse part of $\tfrac12\partial_ih\partial_jh$ is $\tfrac12\sum_{\mathbf k}(\mathbf k\times\hat{\mathbf Q})^2h_{\mathbf k}h_{\mathbf Q-\mathbf k}$, so the energy per area is

$$\frac Y8\sum_{\mathbf Q\ne0}\Big|\sum_{\mathbf k}(\mathbf k\times\hat{\mathbf Q})^2h_{\mathbf k}h_{\mathbf Q-\mathbf k}\Big|^2 .$$

Replace one pair of amplitudes by its thermal average $\langle|h_{\mathbf k}|^2\rangle=k_BT/(A\kappa k^4)$. Four pairings contribute equally. Comparing the result with $\tfrac12\kappa p^4|h_{\mathbf p}|^2$ gives, at one loop,

$$\delta\kappa=\frac{k_BTY}{\kappa}\int\frac{d^2Q}{4\pi^2}\frac{\sin^4\varphi}{|\mathbf Q-\mathbf p|^4},$$

where $\varphi$ is the angle between $\mathbf Q$ and $\mathbf p$. Put $Q=tp$. For $t<1$, use $\sin\varphi/(1+t^2-2t\cos\varphi)=\sum_{n\ge1}t^{n-1}\sin n\varphi$. Multiplying by $\sin\varphi$ gives

$$\tfrac12\Big[1+t\cos\varphi-(1-t^2)\sum_{m\ge2}t^{m-2}\cos m\varphi\Big].$$

The integral of its square over $\varphi$ is $\tfrac\pi4[2+t^2+(1-t^2)]=\tfrac{3\pi}4$. For $t>1$ it is $\tfrac{3\pi}4t^{-4}$. The radial integrals of $t$ and $t^{-3}$ are $\tfrac12$ each, so

$$\frac{\delta\kappa}\kappa=\frac{q_G^2}{p^2},\qquad q_G^2=\frac{3k_BTY}{16\pi\kappa^2}.\tag{9}$$

At $q_1$, (4) gives $p_1^2\approx\Gamma_0/2b=k_BTJ/(32C\kappa^2)$. Hence

$$\left.\frac{\delta\kappa}{\kappa}\right|_{q_1}=\frac{6YC}{\pi J}=\frac{24\mu(\lambda+\mu)}{\pi J},$$

independent of temperature, bending rigidity and density. Cooling the sheet moves $q_1$ but does not make the bare dispersion more trustworthy there.

## 7. Numbers for a suspended carbon monolayer

Take round values, roughly those of graphene: $\rho=7.6\times10^{-7}$ kg/m², $\lambda=50$ N/m, $\mu=150$ N/m, $\kappa=1.5$ eV and $T=300$ K, so $k_BT=25.85$ meV. Then $C=350$ N/m, $J=51250$ (N/m)², $v=21.46$ nm/ps and $b=0.5623$ nm²/ps. Equation (2) can be rearranged as

$$\Gamma_0=\frac1{16}\,\frac{k_BT}\kappa\,\frac J{C^2}\,\frac{v^2}b=\frac{0.01723\times0.4184\times819\ \text{ps}^{-1}}{16}=0.369\ \text{ps}^{-1}.$$

This is a lifetime of 2.7 ps, or $\hbar\Gamma_0=0.243$ meV. From (7), $q_1=0.0172$ nm⁻¹, a wavelength of 365 nm. At $T=0$ the ratio $\Gamma/\omega_q$ would be $\hbar\Gamma_0/4k_BT=0.00235$.

The table gives $\Gamma$ from (3), with the angular integral done numerically at finite $q$. The column $\Gamma_s$ is for an isotropic strain of 0.1 %, or $\sigma=2(\lambda+\mu)\times10^{-3}=0.40$ N/m and $s=0.725$ nm/ps, with energy conservation solved at each angle. The other columns refer to zero tension. Wavevectors are in nm⁻¹ and rates in ps⁻¹.

| $q$ | $p$ | $\Gamma$ | $\omega_q/\Gamma$ | $\Gamma_s$ | $\delta\kappa/\kappa$ |
|---|---|---|---|---|---|
| 1 | 4.34 | 0.379 | 57 | 0.345 | 0.08 |
| 0.3 | 2.39 | 0.372 | 17 | 0.274 | 0.26 |
| 0.1 | 1.38 | 0.370 | 5.8 | 0.145 | 0.77 |
| 0.03 | 0.76 | 0.369 | 1.7 | 0.020 | 2.6 |
| 0.01 | 0.44 | 0.369 | 0.58 | 0.0011 | 7.7 |

Across a hundredfold change of $q$, $\Gamma$ changes by about 3 %. At $q=1$ nm⁻¹, (6) accounts for 2.1 % and the quantum term for 0.6 %.

The last column limits what may be concluded. The one-loop stiffening is already 77 % of $\kappa$ at $q=0.1$ nm⁻¹, and at $q_1$ it is 4.5 times $\kappa$. A correction larger than the starting value is no longer a prediction of $\kappa$; it says that the bare dispersion has failed. For these elastic constants that failure comes before $\Gamma=\omega_q$ as $q$ decreases. The effect on the width can be estimated where the correction is small. The one-loop stiffness $\kappa(1+q_G^2/k^2)$ changes the flexural dispersion exactly as a tension $\kappa q_G^2$ would, so (8) applies approximately with $s=bq_G$. Evaluating (3) with this dispersion lowers $\Gamma$ by about 8 % at $q=1$ nm⁻¹ and by about 24 % at 0.3 nm⁻¹. The plateau value is thus a fair approximation near 1 nm⁻¹ and only a rough one at 0.3 nm⁻¹, although the phonon is well defined at both. At smaller $q$ stiffening probably narrows the line further; this is a conjecture, as the one-loop form fails there and changes of the coupling (1) have not been calculated.

**Absorption of a thermal flexural phonon.** A longitudinal phonon can also disappear by $\mathbf q+\mathbf k\to\mathbf k'$. Energy conservation, $vq=b(2k_xq+q^2)$ with $x$ along $\mathbf q$, fixes $k_x=(v/b-q)/2$. The matrix element has the same form, no pair is counted twice, and the delta function contributes $1/(2bq)$:

$$\Gamma_{\rm abs}=\frac{\hbar}{32\pi\rho^3vb}\int dk_y\,\frac{G^2(n_k-n_{k'})}{\omega_k\omega_{k'}}.$$

Since $n_k-n_{k'}\propto q$ at small $q$, this rate vanishes linearly. Numerical integration gives $3.0\times10^{-4}$ ps⁻¹ at $q=0.1$ nm⁻¹, less than a thousandth of $\Gamma$. The threshold $v/2b=19.1$ nm⁻¹ lies beyond the zone corner, $4\pi/3a=17.0$ nm⁻¹ for a lattice constant $a=0.246$ nm, so this value lies outside the range of the continuum model and is not a lattice result. At small $q$ the process needs a flexural group velocity of at least $v$. In the lattice bending model used below that velocity stays under about 9 nm/ps, so there the channel is closed.

**Real sheets.** The elastic constants are near typical values for graphene; the bending rigidity is known less well, and $\Gamma_0\propto\kappa^{-3/2}$ passes that uncertainty on. The assumption that clamped devices most plainly break is zero tension. Setting $bp_1=s$ gives a strain of 0.02 % as the scale at which tension matters near $q_1$, and a built-in strain of that size or more is plausible in a clamped sheet. Strain here means $\sigma/2(\lambda+\mu)$. The overall extension from the tension-free state is larger, because pulling also flattens the thermal ripples: with the one-loop stiffness, 0.02 % becomes about 0.027 %. With a stiffness $\kappa(1+2.5\,q_G^2/k^2)^{0.4}$, which agrees with the one-loop form at large $k$ but grows more slowly at small $k$, as self-consistent theories suggest, it becomes about 0.05 %. In this model, 0.1 % strain lowers the width at $q=0.1$ nm⁻¹ from 0.370 to 0.145 ps⁻¹, and at 0.01 nm⁻¹ by a factor of about 350. There $\omega_q/\Gamma_s$ is about 200, so this decay channel no longer prevents a well-defined quasiparticle. These values, like the column $\Gamma_s$, leave out the thermal stiffening that remains under strain; including it at one loop lowers the width at 0.1 nm⁻¹ further, to about 0.10 ps⁻¹. A sheet lying on a substrate has different flexural modes altogether, and (2) does not apply to it. Edges, defects and purely in-plane anharmonicity, also left out, add further scattering.

For a heat-flow calculation on a suspended sheet, the rate (3) may be used for this one decay channel, alongside the other scattering, where both $\Gamma/\omega_q$ and $\delta\kappa/\kappa$ are small and the flexural dispersion is still quadratic at $p$. At zero tension and 300 K, the second condition is stricter than the first at every $q$ in the table. The third sets an upper limit on $q$, because $p$ grows quickly. In the simplest bending model of the honeycomb lattice, $\omega\propto3-|\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}|$ with $\boldsymbol\delta$ the three nearest-neighbour bonds, the flexural frequency at $p$ is about 2 % below $bp^2$ for $q=1$ nm⁻¹ and 7 % below for $q=3$ nm⁻¹. With the coupling and the longitudinal branch left unchanged, this alone raises $\Gamma$ by about 10 % and 40 %. These figures depend on the model: one set of out-of-plane force constants to fifth neighbours, scaled to the same $b$, gives about 17 % and 64 %. Equation (3) is therefore not suited to the longitudinal phonons of several nm⁻¹ that also carry heat at room temperature.
